\section*{Low-Energy Photon-Photon Scattering from the Euler-Heisenberg Vertex, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

Maxwell's equations in vacuum are linear, so they say that two crossed laser beams never scatter. QED says they do, through an electron loop with four photons attached, but without the low-energy cross section I cannot say how strongly. Counting couplings gives $\alpha^4(\hbar/mc)^2$, with no dependence on frequency, and I am told this is wrong for visible light by more than thirty orders of magnitude. The result I should reach from the quartic Euler-Heisenberg vertex is, for $\hbar=c=1$,
\[
\frac{d\sigma}{d\Omega}=\frac{139\,\alpha^4\omega^6}{(180\pi)^2m^8}\,(3+\cos^2\theta)^2,
\qquad
\sigma=\frac{973\,\alpha^4\omega^6}{10125\,\pi\,m^8}.
\]
I am stuck in three places. The vertex contains time derivatives of the potential, so I do not see why I may use it as an ordinary perturbation. I cannot see how 139 comes out of a vertex whose numbers are 1 and 7. And when I integrate the quoted distribution over the sphere I get twice the quoted total. I work in Hartree atomic units and would like an actual number for red light.

\section*{Answer}

\subsection*{Conventions and the exact statement}

Hartree units with Gaussian fields have $\hbar=m=e=1$ and $c=1/\alpha$. The electron rest energy is $mc^2=\alpha^{-2}$, the reduced Compton wavelength is $\hbar/mc=\alpha$ bohr, and the critical field is $m^2c^3/e\hbar=c^3$. Then
\begin{equation}
\alpha^4\left(\frac{\hbar\omega}{mc^2}\right)^6\left(\frac{\hbar}{mc}\right)^2=\alpha^4(\omega\alpha^2)^6\alpha^2=\alpha^{18}\omega^6 ,
\end{equation}
so the combination $\alpha^4\omega^6/m^8$ of your formulas becomes $\alpha^{18}\omega^6$ bohr$^2$.

The formulas hold under four conditions. The energy $\omega$ is that of each photon in the centre-of-momentum (CM) frame. It obeys $\omega\ll mc^2$. The initial polarizations are averaged and the final ones summed. And $d\sigma/d\Omega$ counts an event whenever either final photon enters $d\Omega$, which resolves your third problem.

\subsection*{The vertex}

The premise is the one-loop Euler-Heisenberg Lagrangian for constant fields. In a frame where $\mathbf E$ and $\mathbf B$ are parallel, with $x=\tau E/c^3$ and $y=\tau B/c^3$,
\begin{equation}
\mathcal L_1=-\frac{c^5}{8\pi^2}\int_0^\infty\frac{d\tau}{\tau^3}\,e^{-\tau}
\left[x\cot x\;y\coth y-\frac{y^2-x^2}{3}-1\right].
\label{eq:pt}
\end{equation}
Here $\tau$ is the dimensionless proper-time parameter of the loop, and $c^5=m^4c^5/\hbar^3$ is the rest energy per cubed Compton wavelength. For real $E$ the factor $x\cot x$ has poles at $\tau=n\pi c^3/E$, and the path is understood to pass slightly off the real axis there. The poles contribute an imaginary part weighted by $e^{-n\pi c^3/E}$, which describes pair creation and does not appear at any order of the weak-field expansion. For weak fields expand the bracket. From
\[
\frac{x}{\sin x}=\Big(1-\frac{x^2}{6}+\frac{x^4}{120}\Big)^{-1}=1+\frac{x^2}{6}+\Big(\frac1{36}-\frac1{120}\Big)x^4+\dots=1+\frac{x^2}{6}+\frac{7x^4}{360}+\dots
\]
and $\cos x=1-x^2/2+x^4/24$, the product has the $x^2$ coefficient $\frac16-\frac12=-\frac13$ and the $x^4$ coefficient $\frac7{360}-\frac1{12}+\frac1{24}=-\frac1{45}$. Setting $x=iy$ gives the hyperbolic series:
\[
x\cot x=1-\frac{x^2}3-\frac{x^4}{45}+\dots,\qquad y\coth y=1+\frac{y^2}3-\frac{y^4}{45}+\dots
\]
In the product, the terms $1$ and $(y^2-x^2)/3$ are removed by the subtractions in \eqref{eq:pt}, where the subtraction of $1$ removes the field-free vacuum energy and the subtraction of $(y^2-x^2)/3$, which is proportional to the Maxwell Lagrangian, is charge renormalization. The quartic terms are
\[
-\frac{x^4+y^4}{45}-\frac{x^2y^2}{9}=-\frac{x^4+y^4+5x^2y^2}{45}=-\frac{(x^2-y^2)^2+7x^2y^2}{45}.
\]
They carry $\tau^4/c^{12}$, the remaining integral is $\int_0^\infty\tau e^{-\tau}d\tau=1$, and the two minus signs cancel. In the parallel frame $E^2-B^2$ and $EB$ are the values of the invariants $\mathbf E^2-\mathbf B^2$ and $\mathbf E\cdot\mathbf B$, so in any frame
\begin{equation}
\mathcal L_4=\kappa Q,\qquad Q=(\mathbf E^2-\mathbf B^2)^2+7(\mathbf E\cdot\mathbf B)^2,\qquad
\kappa=\frac{c^5}{8\pi^2\cdot45\,c^{12}}=\frac{\alpha^7}{360\pi^2}.
\end{equation}
As a check, \eqref{eq:pt} was evaluated by Gauss-Laguerre quadrature for a magnetic field of about one per cent of $c^3$ and a weaker imaginary electric field, which turns $\cot$ into $\coth$ and removes the poles. The ratio to the quartic term was $0.999933$, and the shortfall has the size $(B/c^3)^2$ expected of the sixth-order term.

In Heaviside-Lorentz units each field is smaller by $\sqrt{4\pi}$, and the coefficient reads $16\pi^2\kappa=2\alpha^7/45$, the familiar $2\alpha^2/45m^4$. Combining that coefficient with Gaussian mode functions spoils the amplitude by $16\pi^2$.

A constant-field Lagrangian may be applied to photons when the field hardly changes over the size $\hbar/mc$ of the loop. Terms with derivatives of the field strengths are smaller by $(\omega/mc^2)^2$. The form of $\mathcal L_4$ also explains the failure of your estimate. Gauge invariance makes the loop couple to field strengths and not to potentials, each field strength brings one power of $\omega$ relative to its potential, and so the invariant amplitude scales as $(\omega/mc^2)^4$.

\subsection*{Why $-\mathcal L_4$ is the perturbation}

Take the gauge with zero scalar potential, $\mathbf E=-\dot{\mathbf A}/c$ and $\mathbf B=\nabla\times\mathbf A$, with $\mathcal L=(\mathbf E^2-\mathbf B^2)/8\pi+\kappa Q$. The canonical momentum is
\[
\boldsymbol\Pi=\frac{\partial\mathcal L}{\partial\dot{\mathbf A}}=-\frac1c\frac{\partial\mathcal L}{\partial\mathbf E}=-\frac{\mathbf D}{4\pi c},\qquad
\mathbf D=\mathbf E+4\pi\kappa\,\mathbf q,\qquad \mathbf q=\frac{\partial Q}{\partial\mathbf E}.
\]
The Hamiltonian density is $\mathcal H=\boldsymbol\Pi\cdot\dot{\mathbf A}-\mathcal L=\mathbf D\cdot\mathbf E/4\pi-\mathcal L$, and it must be written in terms of $\mathbf D$ and $\mathbf B$. Insert $\mathbf E=\mathbf D-4\pi\kappa\mathbf q$ and keep the first order in $\kappa$:
\begin{align}
\mathcal H&=\Big(\frac{\mathbf D^2}{4\pi}-\kappa\,\mathbf D\cdot\mathbf q\Big)-\Big(\frac{\mathbf D^2}{8\pi}-\kappa\,\mathbf D\cdot\mathbf q\Big)+\frac{\mathbf B^2}{8\pi}-\kappa Q(\mathbf D,\mathbf B)+O(\kappa^2)\nonumber\\
&=\frac{\mathbf D^2+\mathbf B^2}{8\pi}-\kappa Q(\mathbf D,\mathbf B)+O(\kappa^2).
\end{align}
The terms in $\mathbf D\cdot\mathbf q$ cancel. The constraint is $\nabla\cdot\mathbf D=0$, so $\mathbf D$ is transverse and has exactly the mode expansion of the free electric field. Hence $H_{\rm int}=-\kappa\int Q\,d^3r$ with free fields, and the time derivatives matter only at order $\kappa^2$. Below, $\mathbf E$ denotes this free field.

\subsection*{Matrix element and golden rule}

In a box of volume $V$,
\begin{align}
\mathbf A&=\sum_{\mathbf k\lambda}\sqrt{\frac{2\pi c^2}{\omega V}}\left(\mathbf e\,a\,e^{i\mathbf k\cdot\mathbf r}+\mathbf e^*a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right),\nonumber\\
\mathbf E&=\sum\sqrt{\frac{2\pi\omega}{V}}\left(i\,\mathbf e\,a\,e^{i\mathbf k\cdot\mathbf r}-i\,\mathbf e^*a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right),\\
\mathbf B&=\sum\sqrt{\frac{2\pi\omega}{V}}\left(i\,\mathbf n\times\mathbf e\,a\,e^{i\mathbf k\cdot\mathbf r}-i\,\mathbf n\times\mathbf e^*a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right),\nonumber
\end{align}
with $\mathbf k=\omega\mathbf n/c$ and $a\propto e^{-i\omega t}$. The normalization is fixed by the energy: $\mathbf E^2$ and $\mathbf B^2$ each give $(2\pi\omega/V)V(aa^\dagger+a^\dagger a)$ per mode, and their sum over $8\pi$ is $\frac\omega2(aa^\dagger+a^\dagger a)$.

Photons 1 and 2 are absorbed and photons 3 and 4 are emitted. $Q$ holds four field operators and each must act on one of the four photons, so no contraction inside the vertex contributes. Define unit fields $\boldsymbol\epsilon_i=\mathbf e_i$ for $i=1,2$, $\boldsymbol\epsilon_i=\mathbf e_i^*$ for $i=3,4$, and $\mathbf b_i=\mathbf n_i\times\boldsymbol\epsilon_i$. The phases multiply to $i\cdot i\cdot(-i)(-i)=1$, and the space integral gives $V$ when momentum is conserved. Therefore
\begin{equation}
\langle f|H_{\rm int}|i\rangle=-\kappa\,T\left(\frac{2\pi\omega}{V}\right)^2V=-\frac{\kappa T(2\pi\omega)^2}{V},
\end{equation}
where $T$ is the coefficient of $\xi_1\xi_2\xi_3\xi_4$ in $Q(\sum_i\xi_i\boldsymbol\epsilon_i,\sum_i\xi_i\mathbf b_i)$. This coefficient is the sum over the $4!$ ways of assigning photons to operators. The dot products in it are bilinear, and no further complex conjugation is applied.

Choose $\mathbf k_3$, so that $\mathbf k_4=-\mathbf k_3$. The density of final states in $d\Omega$ is
\[
\rho\,d\Omega=\frac{V\,d\Omega}{(2\pi)^3}\int k^2dk\;\delta(2ck-2\omega)=\frac{V\omega^2\,d\Omega}{2(2\pi)^3c^3},
\]
where the 2 in the denominator arises because both photon energies change with $k$. The rate is
\[
2\pi\,\frac{\kappa^2|T|^2(2\pi\omega)^4}{V^2}\,\frac{V\omega^2}{2(2\pi)^3c^3}=\frac{(2\pi)^2\kappa^2|T|^2\omega^6}{2c^3V}.
\]
One photon sees the other at density $1/V$ closing at speed $2c$, so the flux is $2c/V$ and
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{(2\pi)^2\kappa^2|T|^2\omega^6}{4c^4}=\pi^2\kappa^2\alpha^4\omega^6|T|^2=\frac{\alpha^{18}\omega^6}{(360\pi)^2}|T|^2 .
\label{eq:master}
\end{equation}
To compare with the usual dimensionless amplitude, let $s=4\omega^2$ and define
\begin{equation}
M=\frac{2}{45}\alpha^{10}\omega^4T,\qquad \frac{d\sigma}{d\Omega}=\frac{|M|^2}{64\pi^2\alpha^2s}.
\label{eq:M}
\end{equation}
The two forms agree because $4/(2025\cdot256)=1/129600=1/360^2$. The $\alpha^{-2}$ is $(\hbar c)^2$.

\subsection*{Self-dual form of the vertex}

Let $\mathbf G=\mathbf E+i\mathbf B$, $\bar{\mathbf G}=\mathbf E-i\mathbf B$, $P=\mathbf G\cdot\mathbf G$ and $\bar P=\bar{\mathbf G}\cdot\bar{\mathbf G}$. Since $P=\mathbf E^2-\mathbf B^2+2i\,\mathbf E\cdot\mathbf B$, we have $\mathbf E^2-\mathbf B^2=(P+\bar P)/2$ and $\mathbf E\cdot\mathbf B=(P-\bar P)/4i$. Then
\begin{align}
Q&=\frac{(P+\bar P)^2}{4}-\frac{7(P-\bar P)^2}{16}
=\Big(\frac12+\frac78\Big)P\bar P+\Big(\frac14-\frac7{16}\Big)(P^2+\bar P^2)\nonumber\\
&=\frac{11}{8}P\bar P-\frac{3}{16}\left(P^2+\bar P^2\right).
\label{eq:sd}
\end{align}
The numbers 1 and 7 have become $4+7=11$ and $4-7=-3$. This is an algebraic identity, so it also holds for the complex unit fields, provided the bar means $i\mathbf B\to-i\mathbf B$ and not conjugation of the polarization vectors.

\subsection*{Helicity states}

Let the scattering plane be $xz$. A direction is $\mathbf n(\gamma)=(\sin\gamma,0,\cos\gamma)$, with $\gamma_1=0$, $\gamma_2=\pi$, $\gamma_3=\theta$ and $\gamma_4=\theta+\pi$. With $\hat{\boldsymbol\gamma}=(\cos\gamma,0,-\sin\gamma)$ one has $\mathbf n\times\hat{\boldsymbol\gamma}=\hat{\mathbf y}$ and $\mathbf n\times\hat{\mathbf y}=-\hat{\boldsymbol\gamma}$. Define
\begin{equation}
\mathbf e_\lambda(\gamma)=\frac{\hat{\boldsymbol\gamma}+i\lambda\hat{\mathbf y}}{\sqrt2},\qquad
\mathbf n\times\mathbf e_\lambda=\frac{\hat{\mathbf y}-i\lambda\hat{\boldsymbol\gamma}}{\sqrt2}=-i\lambda\,\mathbf e_\lambda,\qquad \mathbf e_\lambda^*=\mathbf e_{-\lambda},
\end{equation}
with $\lambda=\pm1$ the helicity. This fixes all phases. The signs of the amplitudes below belong to this choice, and their squares do not depend on it.

Each unit field is $\boldsymbol\epsilon_i=\mathbf e_{g_i}(\gamma_i)$, with $g_i=\lambda_i$ for an absorbed photon and $g_i=-\lambda_i$ for an emitted one. Its contributions to $\mathbf G$ and $\bar{\mathbf G}$ are
\[
\boldsymbol\epsilon+i\mathbf b=(1+g)\,\mathbf e_g,\qquad \boldsymbol\epsilon-i\mathbf b=(1-g)\,\mathbf e_g .
\]
A photon with $g=+1$ feeds only $\mathbf G$, with the vector $2\mathbf e_+$. A photon with $g=-1$ feeds only $\bar{\mathbf G}$, with $2\mathbf e_-$. The terms of \eqref{eq:sd} contain four, two or no factors of $\mathbf G$. A set with one or three values $g=+1$ matches no term, so the eight amplitudes with an odd number of negative helicities vanish.

The only dot products needed are between vectors of equal $g$:
\begin{equation}
(ij)\equiv\mathbf e_\pm(\gamma_i)\cdot\mathbf e_\pm(\gamma_j)=\frac{\cos(\gamma_i-\gamma_j)-1}{2}=-\sin^2\frac{\gamma_i-\gamma_j}{2}.
\end{equation}
With the four angles,
\[
(12)=(34)=-1,\qquad(13)=(24)=-\sin^2\tfrac\theta2,\qquad(14)=(23)=-\cos^2\tfrac\theta2 .
\]
A pair of photons $i,j$ placed in one factor $P=\mathbf G\cdot\mathbf G$ gives $2\,(2\mathbf e)\cdot(2\mathbf e')=8(ij)$, the first 2 counting the two orders. The same holds for $\bar P$.

\subsection*{The amplitudes}

When two photons have $g=+1$ and two have $g=-1$, only $P\bar P$ contributes and the pairing is forced, so $T=\frac{11}8\cdot8\cdot8\,(ij)(kl)=88\,(ij)(kl)$. For $++\to++$ the values are $g=(+,+,-,-)$ and the pairs are $(12)(34)$. For $+-\to+-$ they are $g=(+,-,-,+)$ with pairs $(14)(23)$. For $+-\to-+$ they are $g=(+,-,+,-)$ with pairs $(13)(24)$.

For $++\to--$ all four have $g=+1$ and only $P^2$ contributes. There are three pairings, and each can be distributed over the two factors $P$ in two ways, so the coefficient is $-\frac3{16}\cdot2\cdot64=-24$. Collecting,
\begin{align}
T(++\to++)&=88,\nonumber\\
T(+-\to+-)&=88\cos^4\tfrac\theta2,\nonumber\\
T(+-\to-+)&=88\sin^4\tfrac\theta2,\label{eq:T}\\
T(++\to--)&=-24\left(1+\sin^4\tfrac\theta2+\cos^4\tfrac\theta2\right).\nonumber
\end{align}
Reversing every helicity exchanges $P$ and $\bar P$, under which \eqref{eq:sd} is symmetric, so the other four nonzero amplitudes repeat these. All sixteen cases were also obtained by symbolic summation of the 24 assignments in the original $Q$, with the same results.

With four-momenta in energy units, $t=(k_1-k_3)^2=-2\omega^2(1-\cos\theta)=-s\sin^2\frac\theta2$ and $u=-s\cos^2\frac\theta2$. Using $\omega^4=s^2/16$ in \eqref{eq:M}, the coefficients are $\frac2{45}\cdot\frac{88}{16}=\frac{11}{45}$ and $\frac2{45}\cdot\frac{24}{16}=\frac1{15}$:
\begin{align}
M(++\to++)&=\tfrac{11}{45}\alpha^{10}s^2,& M(+-\to+-)&=\tfrac{11}{45}\alpha^{10}u^2,\nonumber\\
M(+-\to-+)&=\tfrac{11}{45}\alpha^{10}t^2,& M(++\to--)&=-\tfrac1{15}\alpha^{10}(s^2+t^2+u^2).
\end{align}
The factor $\alpha^{10}$ is $\alpha^2/(mc^2)^4$. These forms were confirmed numerically for fields boosted in an oblique direction, with random multiples of $k$ added to each polarization four-vector.

Angular momentum accounts for the shapes. The state $+-$ has $J_z=2$ along the beam. The functions $\cos^4\frac\theta2$ and $\sin^4\frac\theta2$ are the rotation matrix elements $d^2_{22}$ and $d^2_{2,-2}$, so this channel is pure $J=2$. The amplitude $+-\to-+$ vanishes at $\theta=0$, where it would turn $J_z=2$ into $-2$. The amplitude $++\to++$ is isotropic, pure $J=0$.

The quartic Euler-Heisenberg vertex has been justified as an ordinary first-order perturbation, and all its helicity amplitudes have been found and related to the cross section. It remains to sum them to obtain the factor 139, to account for the factor of two in the total, and to evaluate the result for red light.
